# Dipolar dephasing by dilute random spins in bulk and thin layers: test program

```python
"""Ensemble dephasing of a probe spin by static, randomly placed spins 1/2.

Result under test, with a = A t / 2 and coupling A (1 - 3 cos^2 theta) / r^3:
  bulk of density n:         S = exp(-C3 n a),  C3 = 8 pi^2 / (9 sqrt 3)
  sheet of areal density s2: S = exp(-C2 s2 a^(2/3)),
      C2 = (pi/2) Gamma(1/3) <|1 - 3 sin^2(beta) cos^2(phi)|^(2/3)>
beta is the angle between quantization axis and sheet normal.
A layer of Gaussian depth spread goes from the first law to the second.
Lengths are in nm, times in microseconds, A in rad nm^3 / microsecond.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import gamma, gammainc

rng = np.random.default_rng(20417)
pi = np.pi
magic = np.arccos(1 / np.sqrt(3))

# ---------- derived constants ----------
C3 = 8 * pi**2 / (9 * np.sqrt(3))
mean_tilted = gamma(5 / 6) / (np.sqrt(pi) * gamma(4 / 3))
C2_normal = pi / 2 * gamma(1 / 3)
C2 = C2_normal * mean_tilted

# ---------- angular factor from the magnetostatic potential ----------
x, y, z, h = 0.7, 0.4, 1.1, 1e-3


def inverse_distance(height):
    return 1 / np.sqrt(x * x + y * y + height * height)


second = (inverse_distance(z + h) - 2 * inverse_distance(z)
          + inverse_distance(z - h)) / h**2
r_point = np.sqrt(x * x + y * y + z * z)
assert abs(-second - (1 - 3 * z * z / r_point**2) / r_point**3) < 1e-5

# ---------- radial and angular integrals by quadrature ----------


def radial_integral(alpha):
    near = mp.quad(lambda u: 2 * mp.sin(u / 2)**2 * u**(-1 - alpha), [0, 1])
    wave = mp.quadosc(lambda u: mp.cos(u) * u**(-1 - alpha),
                      [1, mp.inf], omega=1)
    return float(near + 1 / alpha - wave)


radial3 = radial_integral(mp.mpf(1))
radial2 = radial_integral(mp.mpf(2) / 3)
assert abs(radial3 - pi / 2) < 1e-7
assert abs(radial2 - 0.75 * gamma(1 / 3)) < 1e-7
mean_abs = quad(lambda c: abs(1 - 3 * c * c), 0, 1,
                points=[1 / np.sqrt(3)])[0]
mean_plane = quad(lambda p: abs(1 - 3 * np.sin(magic)**2
                                * np.cos(p)**2)**(2 / 3), 0, pi,
                  points=[pi / 4, 3 * pi / 4], limit=200)[0] / pi
assert abs(mean_plane - mean_tilted) < 1e-5
assert abs(4 * pi / 3 * mean_abs * radial3 - C3) < 1e-6
assert abs(2 * pi / 3 * mean_plane * radial2 - C2) < 1e-4

# ---------- quantum evolution of probe, 3 bath spins, 2 spectators ----------
sx = np.array([[0, 1], [1, 0]], dtype=complex)
iz = np.diag([0.5, -0.5]).astype(complex)
probe_m = np.diag([0, -1]).astype(complex)


def product_operator(factors):
    result = np.eye(1, dtype=complex)
    for site in range(6):
        result = np.kron(result, factors.get(site, np.eye(2)))
    return result


couplings = np.array([0.8, -1.3, 0.45, 2.1, -0.6])
duration = 1.7
H = sum(c * product_operator({0: probe_m, j + 1: iz})
        for j, c in enumerate(couplings))
energies = np.diag(H).real
free = np.diag(np.exp(-1j * energies * duration))
half = np.diag(np.exp(-1j * energies * duration / 2))
flip = product_operator({0: sx, 1: sx, 2: sx, 3: sx})
probe_x = product_operator({0: sx})
rho = (np.eye(64) + probe_x) / 64


def coherence(U):
    return np.trace(U @ rho @ U.conj().T @ probe_x).real


cosines = np.cos(couplings * duration / 2)
assert abs(coherence(free) - np.prod(cosines)) < 1e-12
assert abs(coherence(half @ flip @ half) - np.prod(cosines[:3])) < 1e-12

# ---------- random configurations ----------


def random_average(strengths, density, sheet=False, spread=0.0,
                   random_probe=False, inverted=1.0):
    """Mean product of cosines and its standard error for each a."""
    number, batch, signals = 150, 4000, []
    for _ in range(10):
        counts = rng.poisson(number, batch)
        shape = (batch, counts.max())
        present = np.arange(shape[1]) < counts[:, None]
        if inverted < 1:
            present &= rng.random(shape) < inverted
        uniform = 1 - rng.random(shape)
        if sheet:
            rho_xy = np.sqrt(number / (pi * density) * uniform)
            height = 0.0
            if spread > 0:
                height = spread * rng.standard_normal(shape)
            if random_probe:
                height = height - spread * rng.standard_normal((batch, 1))
            r = np.sqrt(rho_xy**2 + height**2)
            phi = 2 * pi * rng.random(shape)
            cosine = (np.sin(magic) * rho_xy * np.cos(phi)
                      + np.cos(magic) * height) / r
            cube = r**3
        else:
            cube = 3 * number / (4 * pi * density) * uniform
            cosine = 2 * rng.random(shape) - 1
        ratio = np.where(present, (1 - 3 * cosine**2) / cube, 0.0)
        signals.append([np.prod(np.cos(a * ratio), axis=1)
                        for a in strengths])
    signals = np.concatenate(signals, axis=1)
    return signals.mean(axis=1), signals.std(axis=1) / signals.shape[1]**0.5


exponents = np.array([0.3, 1.0, 2.0])
bulk_mc, bulk_err = random_average(exponents / C3, 1.0)
sheet_mc, sheet_err = random_average((exponents / C2)**1.5, 1.0, sheet=True)
part = 1 / 3
part_mc, part_err = random_average((exponents / (C2 * part))**1.5, 1.0,
                                   sheet=True, inverted=part)
# 0.0015 allows for the finite sampled region
for found, error in ((bulk_mc, bulk_err), (sheet_mc, sheet_err),
                     (part_mc, part_err)):
    assert np.all(abs(found - np.exp(-exponents)) < 4.5 * error + 0.0015)

# ---------- layer of Gaussian depth spread, probe at its centre ----------
# Radial function R(k) = int (1-cos u) u^-2 exp(-k^2 u^(-2/3)/2) du
u_max = 2 * pi * 40
log_u = np.linspace(np.log(1e-12), 0, 3001)
u_low = np.exp(log_u)
u_high = np.linspace(1, u_max, 14001)
k_grid = np.logspace(-3, 3, 121)
radial_values = []
for k in k_grid:
    low = (2 * np.sin(u_low / 2)**2 / u_low
           * np.exp(-k * k * u_low**(-2 / 3) / 2))
    high = (2 * np.sin(u_high / 2)**2 / u_high**2
            * np.exp(-k * k * u_high**(-2 / 3) / 2))
    tail = (3 * np.sqrt(2) * gamma(1.5) / k**3
            * gammainc(1.5, k * k * u_max**(-2 / 3) / 2))
    radial_values.append(simpson(low, x=log_u) + simpson(high, x=u_high)
                         + tail)
log_radial = CubicSpline(np.log(k_grid), np.log(radial_values))
nodes, weights = np.polynomial.legendre.leggauss(200)
q = (nodes + 1) / 2
up = (q**3)[:, None]
up_weight = (weights / 2 * 3 * q**2)[:, None]
phi_grid = (np.arange(1440) + 0.37) * 2 * pi / 1440
axis_cos = (np.sin(magic) * np.sqrt(1 - up**2) * np.cos(phi_grid)
            + np.cos(magic) * up)
g_abs = np.maximum(abs(1 - 3 * axis_cos**2), 1e-12)


def layer_exponent(a, areal, spread):
    k = np.maximum(up * (a * g_abs)**(1 / 3) / spread, 1e-3)
    radial = np.exp(log_radial(np.log(k)))
    integrand = a * g_abs * radial / (3 * np.sqrt(2 * pi) * spread)
    return 2 * areal * np.sum(up_weight * integrand) * 2 * pi / 1440


early_ratio = layer_exponent(1e-5, 1, 1) / (C3 * 1e-5 / np.sqrt(2 * pi))
late_ratio = layer_exponent(1e6, 1, 1) / (C2 * 1e4)
assert abs(early_ratio - 1) < 5e-3
assert abs(late_ratio - 1) < 5e-3

# ---------- worked example: inputs ----------
g_e = abs(const.physical_constants["electron g factor"][0])
mu_B = const.physical_constants["Bohr magneton"][0]
A = const.mu_0 * (g_e * mu_B)**2 / (4 * pi * const.hbar) * 1e21
areal_cm2 = 3e11
areal = areal_cm2 * 1e-14
straggle = 2.0
bulk_ppm = 1.0
lattice_nm = 0.357
atoms = 8 / lattice_nm**3
field_T, temperature = 0.020, 300.0
bulk_density = bulk_ppm * 1e-6 * atoms

# ---------- worked example: main results ----------
T_bulk = 2 / (A * C3 * bulk_density)
T_sheet = 2 / A * (C2 * areal)**-1.5
T_normal = 2 / A * (C2_normal * areal)**-1.5
a_star = A * T_sheet / 2
reach = a_star**(1 / 3)


def K_layer(t):
    return layer_exponent(A * t / 2, areal, straggle)


def local_power(t):
    return np.log(K_layer(1.05 * t) / K_layer(t / 1.05)) / (2 * np.log(1.05))


T_layer = brentq(lambda t: K_layer(t) - 1, 0.2 * T_sheet, 5 * T_sheet)
a_cross = (C2 * np.sqrt(2 * pi) * straggle / C3)**3
t_cross = 2 * a_cross / A
peak_density = areal / (np.sqrt(2 * pi) * straggle)
check_a = np.array([0.1, 1.0, 3.0]) * a_star
layer_mc, layer_err = random_average(check_a, areal, True, straggle)
layer_formula = np.exp([-layer_exponent(a, areal, straggle)
                        for a in check_a])
assert np.all(abs(layer_mc - layer_formula) < 4.5 * layer_err + 0.0015)
depth_mc, depth_err = random_average([a_star], areal, True, straggle, True)

# ---------- worked example: neglected effects ----------
gamma_e = g_e * mu_B / const.h * 1e-6
gamma_c13, share_c13 = 10.71, 0.011
T_c13 = 2 / (A * gamma_c13 / gamma_e * C3 * share_c13 * atoms)
line_weights = np.array([1 / 12, 1 / 4, 1 / 3, 1 / 4, 1 / 12])
same_line = np.sum(line_weights**2)
flip_weight = same_line / 4 * C2 * areal * a_star**(2 / 3)
T_central = 2 / A * (C2 * areal * line_weights[2])**-1.5
bath_T1 = 1000.0
polarization = np.tanh(g_e * mu_B * field_T / (2 * const.k * temperature))
zero_field = 2870.0
detuning = zero_field - 2 * gamma_e * field_T
mixing = A / reach**3 / (2 * pi * detuning)
close_radius = 1.0
close_share = areal * pi * close_radius**2
surface_density, surface_height = 0.01, 50.0
chi = ((np.arange(400) + 0.5) * pi / 800)[:, None]
surface_cos = (np.sin(magic) * np.sin(chi) * np.cos(phi_grid)
               + np.cos(magic) * np.cos(chi))
surface_phase = (a_star * (1 - 3 * surface_cos**2)
                 * np.cos(chi)**3 / surface_height**3)
surface_K = (surface_density * surface_height**2
             * np.sum(2 * np.sin(surface_phase / 2)**2
                      * np.sin(chi) / np.cos(chi)**3)
             * (pi / 800) * (2 * pi / 1440))
background_ppb = 5.0
background_K = C3 * background_ppb * 1e-9 * atoms * a_star

# ---------- output ----------
print(f"radial integral, bulk: {radial3:.5f}; sheet: {radial2:.5f}")
print(f"mean |1-3cos^2| over the sphere: {mean_abs:.5f}")
print(f"in-plane mean of |g|^(2/3), [111] axis in (100): {mean_plane:.4f}")
print(f"C3: {C3:.4f}; C2 tilted: {C2:.4f}; C2 normal: {C2_normal:.4f}")
for i, K in enumerate(exponents):
    print(f"K={K:.1f}: exp(-K) {np.exp(-K):.4f}, random bulk "
          f"{bulk_mc[i]:.4f}, sheet {sheet_mc[i]:.4f}")
    print(f"  sheet with one third inverted {part_mc[i]:.4f}")
print(f"largest standard error of these: "
      f"{max(bulk_err.max(), sheet_err.max(), part_err.max()):.4f}")
print(f"layer/bulk exponent, early limit: {early_ratio:.4f}")
print(f"layer/sheet exponent, late limit: {late_ratio:.4f}")
print(f"coupling A: {A:.2f} rad nm^3/us = {A / (2 * pi):.2f} MHz nm^3")
print(f"areal spin density: {areal_cm2:.1e} cm^-2 = {areal:.4f} nm^-2")
print(f"mean spacing areal^(-1/2): {areal**-0.5:.1f} nm")
print(f"straggle: {straggle:.1f} nm; lattice constant: {lattice_nm:.3f} nm")
print(f"peak density in layer: {peak_density * 1e21:.2e} cm^-3 "
      f"= {peak_density / atoms * 1e6:.2f} ppm")
print(f"bulk density: {bulk_ppm:.1f} ppm = {bulk_density * 1e21:.3e} cm^-3")
print(f"1/e time, bulk: {T_bulk:.2f} us")
print(f"1/e time, ideal sheet, tilted axis: {T_sheet:.2f} us")
print(f"1/e time, ideal sheet, axis along normal: {T_normal:.2f} us")
print(f"1/e time, sheet, central line only: {T_central:.1f} us")
print(f"1/e time, bulk, central line only: {T_bulk / line_weights[2]:.1f} us")
print(f"reach a^(1/3) at sheet 1/e time: {reach:.2f} nm")
for factor in (0.1, 1.0, 3.0):
    print(f"signal at {factor:.1f} of own 1/e time: bulk "
          f"{np.exp(-factor):.3f}, sheet {np.exp(-factor**(2 / 3)):.3f}")
print(f"1/e time, finite layer, central probe: {T_layer:.2f} us")
print(f"crossover time: {t_cross:.3f} us; exponent K there from either "
      f"law: {C2 * areal * a_cross**(2 / 3):.3f}")
for t in (0.0001, 0.01, 0.1, 1.0, T_layer, 100.0):
    print(f"local power of t in layer at {t:.4g} us: {local_power(t):.3f}")
print(f"layer signal at sheet 1/e time, central probe: "
      f"{layer_formula[1]:.4f} (random {layer_mc[1]:.4f})")
print(f"same, random probe depth: {depth_mc[0]:.4f} +- {depth_err[0]:.4f}")
print(f"carbon-13 free-induction time (estimate): {T_c13:.2f} us")
print(f"carbon-13 inputs: {gamma_c13:.2f} MHz/T, share {share_c13:.3f}")
print(f"same-line partner share: {same_line:.3f}; "
      f"bath flip weight at 1/e: {flip_weight:.4f}")
print(f"1/e time over bath T1 of {bath_T1:.0f} us: {T_sheet / bath_T1:.4f}")
print(f"polarization at {field_T * 1e3:.0f} mT, {temperature:.0f} K: "
      f"{polarization:.2e}")
print(f"probe-bath detuning: {detuning:.0f} MHz (zero-field splitting "
      f"{zero_field:.0f} MHz)")
print(f"coupling at reach over detuning: {mixing:.2e}")
print(f"mean bath spins within {close_radius:.1f} nm: {close_share:.4f}")
print(f"surface spins {surface_density * 1e14:.0e} cm^-2 at "
      f"{surface_height:.0f} nm, added exponent: {surface_K:.2e}")
print(f"background {background_ppb:.0f} ppb, added exponent: "
      f"{background_K:.4f}")
print("every check passed")
```

Printed output:

```
radial integral, bulk: 1.57080; sheet: 2.00920
mean |1-3cos^2| over the sphere: 0.76980
in-plane mean of |g|^(2/3), [111] axis in (100): 0.7132
C3: 5.0651; C2 tilted: 3.0011; C2 normal: 4.2081
K=0.3: exp(-K) 0.7408, random bulk 0.7423, sheet 0.7424
  sheet with one third inverted 0.7407
K=1.0: exp(-K) 0.3679, random bulk 0.3693, sheet 0.3728
  sheet with one third inverted 0.3702
K=2.0: exp(-K) 0.1353, random bulk 0.1364, sheet 0.1381
  sheet with one third inverted 0.1315
largest standard error of these: 0.0028
layer/bulk exponent, early limit: 0.9999
layer/sheet exponent, late limit: 0.9998
coupling A: 326.98 rad nm^3/us = 52.04 MHz nm^3
areal spin density: 3.0e+11 cm^-2 = 0.0030 nm^-2
mean spacing areal^(-1/2): 18.3 nm
straggle: 2.0 nm; lattice constant: 0.357 nm
peak density in layer: 5.98e+17 cm^-3 = 3.40 ppm
bulk density: 1.0 ppm = 1.758e+17 cm^-3
1/e time, bulk: 6.87 us
1/e time, ideal sheet, tilted axis: 7.16 us
1/e time, ideal sheet, axis along normal: 4.31 us
1/e time, sheet, central line only: 37.2 us
1/e time, bulk, central line only: 20.6 us
reach a^(1/3) at sheet 1/e time: 10.54 nm
signal at 0.1 of own 1/e time: bulk 0.905, sheet 0.806
signal at 1.0 of own 1/e time: bulk 0.368, sheet 0.368
signal at 3.0 of own 1/e time: bulk 0.050, sheet 0.125
1/e time, finite layer, central probe: 7.39 us
crossover time: 0.160 us; exponent K there from either law: 0.079
local power of t in layer at 0.0001 us: 0.998
local power of t in layer at 0.01 us: 0.964
local power of t in layer at 0.1 us: 0.880
local power of t in layer at 1 us: 0.728
local power of t in layer at 7.387 us: 0.667
local power of t in layer at 100 us: 0.673
layer signal at sheet 1/e time, central probe: 0.3755 (random 0.3766)
same, random probe depth: 0.3750 +- 0.0028
carbon-13 free-induction time (estimate): 1.63 us
carbon-13 inputs: 10.71 MHz/T, share 0.011
same-line partner share: 0.250; bath flip weight at 1/e: 0.0625
1/e time over bath T1 of 1000 us: 0.0072
polarization at 20 mT, 300 K: 4.48e-05
probe-bath detuning: 1749 MHz (zero-field splitting 2870 MHz)
coupling at reach over detuning: 2.54e-05
mean bath spins within 1.0 nm: 0.0094
surface spins 1e+12 cm^-2 at 50 nm, added exponent: 1.29e-03
background 5 ppb, added exponent: 0.0052
every check passed
```
